\section*{Critical Radius and Nucleation Barrier of a Crystal in an Amorphous Solid}

\section*{The problem}

Ion implantation can turn the surface layer of a crystal into an amorphous solid. On annealing, the layer crystallizes again in two competing ways. The crystal below it can grow upward, which restores the original orientation, or new crystallites can nucleate inside the layer with orientations of their own. This problem treats the free-energy cost of starting such a crystallite.

Temperature and pressure are fixed. The amorphous solid is metastable: converting a volume $V$ of it to crystal releases a free energy $\Delta g\,V$, with $\Delta g>0$. The boundary between the phases costs a free energy $\gamma>0$ per unit area. Until part (g), $\gamma$ does not depend on direction or size, the boundary is sharp, the phases have equal density, and strain and outer surfaces are ignored.

\section*{(a) The work of formation}

Write the reversible work $W(r)$ needed to form a crystalline sphere of radius $r$ inside the amorphous solid. Relate $\Delta g$ to the free energy $\Delta\mu$ released per atom. Which term wins for small $r$, and which for large $r$?

\paragraph{Solution.}
At fixed temperature and pressure, the reversible work is the change in Gibbs free energy. We set $W=0$ for the untransformed amorphous solid. The sphere has area $4\pi r^2$, which costs free energy, and volume $4\pi r^3/3$, which releases it:
\begin{equation}
W(r)=4\pi r^2\gamma-\frac{4\pi}{3}r^3\Delta g .
\label{W}
\end{equation}
If there are $N$ atoms per unit volume, then $\Delta g=N\Delta\mu$.

The ratio of the second term to the first is $r\Delta g/(3\gamma)$. For small $r$ the interface dominates and $W$ is positive; for large $r$ the volume dominates and $W$ is negative. A small crystallite therefore costs free energy even though the crystal is the stable phase.

\section*{(b) Why a sphere?}

Stretch the sphere into an ellipsoid of the same volume. Show that its area cannot decrease, and find the leading increase for semi-axes $re^{2s}$, $re^{-s}$, $re^{-s}$.

\paragraph{Solution.}
Let a symmetric matrix $M$ with positive eigenvalues $\lambda_1,\lambda_2,\lambda_3$ map the sphere onto the ellipsoid. Equal volume means $\det M=\lambda_1\lambda_2\lambda_3=1$.

A small surface element with edges $\mathbf a,\mathbf b$ has area vector $\mathbf a\times\mathbf b$. For any vector $\mathbf c$, the volume spanned by the three vectors is multiplied by $\det M=1$, so
\begin{equation}
(M\mathbf c)\cdot(M\mathbf a\times M\mathbf b)=\mathbf c\cdot(\mathbf a\times\mathbf b).
\end{equation}
Moving $M$ to the other factor, which its symmetry allows, gives $M(M\mathbf a\times M\mathbf b)=\mathbf a\times\mathbf b$. The new area vector is thus $M^{-1}(\mathbf a\times\mathbf b)$. With $\mathbf n$ the unit normal of the sphere, the ellipsoid has area
\begin{equation}
A=r^2\int |M^{-1}\mathbf n|\,d\Omega .
\end{equation}
A vector is at least as long as its projection on $\mathbf n$, so $|M^{-1}\mathbf n|\ge\mathbf n\cdot M^{-1}\mathbf n$. Averaged over directions, $n_in_j$ gives $\delta_{ij}/3$. Hence
\begin{equation}
\frac{A}{4\pi r^2}\ge\frac13\left(\frac1{\lambda_1}+\frac1{\lambda_2}+\frac1{\lambda_3}\right)
\ge\left(\frac1{\lambda_1\lambda_2\lambda_3}\right)^{1/3}=1,
\end{equation}
where the second step is the inequality between arithmetic and geometric means.

For the given semi-axes, put $u=\cos\theta$, measured from the long axis when $s>0$. Then
\begin{align}
|M^{-1}\mathbf n|^2&=e^{-4s}u^2+e^{2s}(1-u^2)\nonumber\\
&=1+s(2-6u^2)+s^2(2+6u^2)+O(s^3).
\end{align}
Using $\sqrt{1+q}=1+q/2-q^2/8+\dots$,
\begin{equation}
|M^{-1}\mathbf n|=1+s(1-3u^2)+s^2\left[1+3u^2-\tfrac12(1-3u^2)^2\right]+O(s^3).
\end{equation}
The averages over the sphere are $\langle u^2\rangle=1/3$ and $\langle u^4\rangle=1/5$. The linear term vanishes, and the bracket averages to $2-\frac12(1-2+\frac95)=\frac85$. Therefore
\begin{equation}
\frac{A}{4\pi r^2}=1+\frac85s^2+O(s^3).
\end{equation}
At fixed volume the $\Delta g$ term does not change, so each such stretch raises $W$. This proof covers ellipsoids; for other shapes the sphere is taken here as an assumption.

\section*{(c) The critical radius}

Find the stationary radius $r^*>0$ of $W(r)$. Is it a minimum or a maximum?

\paragraph{Solution.}
Differentiating Eq.~\eqref{W} gives
\begin{equation}
\frac{dW}{dr}=8\pi r\gamma-4\pi r^2\Delta g=4\pi r\,(2\gamma-r\Delta g).
\label{slope}
\end{equation}
For $r>0$ the product vanishes only if the bracket does, so
\begin{equation}
\boxed{r^*=\frac{2\gamma}{\Delta g}} .
\end{equation}
The second derivative is $8\pi\gamma-8\pi r\Delta g$. At $r^*$, where $r^*\Delta g=2\gamma$, it equals
\begin{equation}
\left.\frac{d^2W}{dr^2}\right|_{r^*}=8\pi\gamma-16\pi\gamma=-8\pi\gamma<0 .
\end{equation}
The critical radius is a maximum of the work, not a minimum. Below $r^*$ the crystallite lowers its free energy by shrinking, and above $r^*$ by growing. Together with part (b), the critical nucleus is a saddle point: $W$ rises when the sphere is stretched at fixed volume and falls when its radius changes either way. What is minimized is the area at given volume.

\section*{(d) The barrier}

Find $W^*=W(r^*)$ and express $W/W^*$ through $x=r/r^*$. What happens as $\Delta g\to0$?

\paragraph{Solution.}
Use $\Delta g=2\gamma/r^*$ in the volume term:
\begin{equation}
W^*=4\pi r^{*2}\gamma-\frac{4\pi}{3}r^{*3}\,\frac{2\gamma}{r^*}
=4\pi r^{*2}\gamma\left(1-\frac23\right)=\frac{4\pi}{3}\gamma r^{*2}.
\end{equation}
The volume term repays two thirds of the interface cost, and one third remains. Inserting $r^{*2}=4\gamma^2/\Delta g^2$,
\begin{equation}
\boxed{W^*=\frac{16\pi\gamma^3}{3\,\Delta g^2}} .
\label{barrier}
\end{equation}
At $r=xr^*$ the interface term is $3W^*x^2$ and the volume term is $-2W^*x^3$, so
\begin{equation}
\frac{W}{W^*}=3x^2-2x^3 .
\end{equation}
This returns to zero at $x=3/2$. A nucleus need not get that far before growth pays: from $x=1$ onward each added layer lowers $W$, although $W$ itself stays positive until $x=3/2$.

As $\Delta g\to0^+$ the two phases approach equilibrium, $r^*$ diverges as $1/\Delta g$ and $W^*$ as $1/\Delta g^2$. For $\Delta g\le0$ the slope in Eq.~\eqref{slope} is positive for all $r>0$, and no critical nucleus exists. For $\gamma\to0$ the barrier vanishes, but so does $r^*$, and a continuum description fails once $r^*$ is below the atomic spacing.

\section*{(e) Nucleus against regrowing front}

Find the free energy released per unit volume added to a sphere of radius $r$. Compare it with a flat front growing from the crystal below. How does the layer thickness affect the competition?

\paragraph{Solution.}
Since $dV=4\pi r^2dr$, Eq.~\eqref{slope} gives
\begin{equation}
-\frac{dW}{dV}=-\frac{1}{4\pi r^2}\frac{dW}{dr}=\Delta g-\frac{2\gamma}{r}.
\label{force}
\end{equation}
A flat front of area $S$ advancing by $dx$ converts the volume $S\,dx$ without changing its area. It releases the full $\Delta g$ per volume, which is the limit $r\to\infty$ of Eq.~\eqref{force}. The front thus has no nucleation barrier of the kind in Eq.~\eqref{barrier}. Its atoms must still rearrange, and that step has its own activation energy.

Suppose the front moves at constant speed $v$ through a layer of thickness $d$, while nuclei appear at a constant rate $J$ per unit volume. At time $t$ a thickness $d-vt$ is still amorphous. If the nuclei consume little of it, their number per unit area before the front arrives is
\begin{equation}
\int_0^{d/v}J\,(d-vt)\,dt=J\left(\frac{d^2}{v}-\frac{d^2}{2v}\right)=\frac{Jd^2}{2v}.
\end{equation}
At fixed $J$ and $v$, doubling the thickness gives four times as many nuclei. This requires $J$ to reach its steady value in a time short beside $d/v$. Nucleation starts only after a time lag, and when that lag is comparable to $d/v$ the count is much smaller and rises faster than $d^2$. The barrier affects this number through $J$, but $W^*$ alone does not decide the winner, because $v$, $d$ and the kinetic prefactor of $J$ also enter.

\section*{(f) Numbers for an annealed layer}

Take $\gamma=1.5\ \mathrm{eV/nm^2}$, $\Delta\mu=0.10$ eV per atom, $N=50\ \mathrm{nm^{-3}}$ and an anneal at $600\,^\circ\mathrm C$. Find $r^*$, $W^*$, the number of atoms in the nucleus, and the statistical weight of a critical fluctuation. How sharp is the top of the barrier?

\paragraph{Solution.}
The driving free energy is $\Delta g=50\times0.10=5.0\ \mathrm{eV/nm^3}$. Then
\begin{align}
r^*&=\frac{2\times1.5}{5.0}=0.60\ \mathrm{nm},\\
W^*&=\frac{16\pi\,(1.5)^3}{3\,(5.0)^2}=2.26\ \mathrm{eV}=3.62\times10^{-19}\ \mathrm J.
\end{align}
The interface costs $6.79$ eV and the volume returns $4.52$ eV. The nucleus holds $N\,4\pi r^{*3}/3\approx45$ atoms.

The shape and size directions of the saddle can be compared directly. A stretch $s=0.1$ at the critical volume gives $W=2.366$ eV, above $W^*=2.262$ eV. Spheres of radius $0.9r^*$ and $1.1r^*$ give $2.199$ and $2.190$ eV, both below it.

By Eq.~\eqref{force}, a sphere of radius $0.4$ nm has a driving force of $-2.5\ \mathrm{eV/nm^3}$ and tends to shrink. At $1.2$ nm, twice $r^*$, the force is $+2.5\ \mathrm{eV/nm^3}$, half that of a flat front. At $10$ nm it is $4.7\ \mathrm{eV/nm^3}$, so curvature then takes away only 6\% of $\Delta g$.

For the statistical weight, recall that a free energy $G$ corresponds to a sum $e^{-G/kT}$ over microscopic states. The weight of the states containing a given nucleus, relative to those without it, is therefore $e^{-W/kT}$. This assumes that the rest of the amorphous solid stays in its metastable equilibrium. Here $kT=0.0752$ eV, so $W^*/kT=30.1$ and
\begin{equation}
e^{-W^*/kT}=8.8\times10^{-14}.
\end{equation}
This is a weight for one place in the solid, not a rate.

Near the top, set $y=r-r^*$. The third derivative of $W$ is $-8\pi\Delta g$, and $W$ is a cubic, so its Taylor series ends there:
\begin{equation}
W=W^*-4\pi\gamma y^2-\frac{4\pi}{3}\Delta g\,y^3 .
\end{equation}
The quadratic term equals $kT$ at $|y|=\sqrt{kT/(4\pi\gamma)}=0.063$ nm. The cubic term is then about 7\% of $kT$, with opposite signs on the two sides. Thermal energy thus blurs the critical radius by about a tenth of its value.

\section*{(g) Interface energy of a small sphere}

A nucleus this small need not have the $\gamma$ of a flat interface. Let $\gamma(r)=\gamma(1-2\delta/r)$ with a small length $\delta$. Find the first-order change of the barrier and evaluate it for $\delta=\pm0.02$ nm, with $\Delta g$ fixed. How sensitive is the result to $\gamma$ itself?

\paragraph{Solution.}
The new interface term is $4\pi\gamma(r^2-2\delta r)$, so $W$ gains the extra term $-8\pi\gamma\delta r$. The maximum also moves, but since $dW/dr=0$ at $r^*$, this changes the height only at second order in $\delta$. To first order,
\begin{equation}
\Delta W^*=-8\pi\gamma\delta r^*,\qquad
\frac{\Delta W^*}{W^*}=-\frac{6\delta}{r^*}.
\end{equation}
For $\delta=+0.02$ nm this is $-0.45$ eV, or $-20\%$. The full stationary condition, $8\pi\gamma(r-\delta)=4\pi r^2\Delta g$, becomes $r^2-r^*r+r^*\delta=0$. The maximum is the larger root,
\begin{equation}
r=\tfrac12\left(r^*+\sqrt{r^{*2}-4r^*\delta}\right).
\end{equation}
It lies at $0.579$ nm with a barrier of $1.82$ eV for $\delta=+0.02$ nm, and at $0.619$ nm with $2.72$ eV for $\delta=-0.02$ nm. A length far below the atomic spacing moves the barrier by a fifth. The assumed form of $\gamma(r)$ is itself a first-order expansion and should not be used when $r$ is comparable to $2|\delta|$.

An error in $\gamma$ enters Eq.~\eqref{barrier} as a cube. Raising $\gamma$ by 10\% multiplies the barrier by $1.1^3=1.331$, to $3.01$ eV, and multiplies the Boltzmann factor by $4.8\times10^{-5}$.

\section*{(h) Misfit strain}

The crystal and the amorphous solid differ slightly in density. Let the transformed sphere, if free, change its linear size by a small fraction $e$. Take both phases as isotropic with the same bulk modulus $K$ and shear modulus $\mu$. Find the elastic energy per volume of the sphere and its effect on the barrier.

\paragraph{Solution.}
For a purely radial displacement $u(r)$, elastic equilibrium requires a constant divergence, so $u$ is a sum of terms in $r$ and $1/r^2$. Let $R$ be the sphere's radius. Regularity at the centre, decay at infinity and continuity at $R$ leave $u=ar$ inside and $u=aR^3/r^2$ outside.

The elastic energy density is $\frac K2(\mathrm{tr}\,\varepsilon)^2$ plus $\mu$ times the sum of squares of the traceless part of the strain $\varepsilon$. Inside, the elastic strain is $a-e$ in each direction, which gives $\frac92K(a-e)^2$. Outside, the principal strains are $-2aR^3/r^3$ and twice $aR^3/r^3$. Their trace is zero and their squares sum to $6a^2R^6/r^6$, so the outside energy is
\begin{equation}
\int_R^\infty 6\mu a^2\frac{R^6}{r^6}\,4\pi r^2dr=6\mu a^2\,\frac{4\pi R^3}{3}.
\end{equation}
Per volume of the sphere, the total is
\begin{equation}
f(a)=\tfrac92K(a-e)^2+6\mu a^2 .
\end{equation}
Setting $f'(a)=9K(a-e)+12\mu a=0$ gives $a=3Ke/(3K+4\mu)$ and $a-e=-4\mu e/(3K+4\mu)$. Hence
\begin{equation}
f=\frac{72K\mu^2+54K^2\mu}{(3K+4\mu)^2}\,e^2=\frac{18K\mu}{3K+4\mu}\,e^2 .
\end{equation}
This cost is proportional to volume, so it replaces $\Delta g$ by $\Delta g-f$. With $K=100$ GPa, $\mu=50$ GPa and a volume misfit of 2\%, $e=0.00667$ and $f=0.050\ \mathrm{eV/nm^3}$, which is 1\% of $\Delta g$. The barrier rises to $2.31$ eV, by 2\%. The estimate assumes a matrix with no prior stress. A biaxial stress $\sigma$ in the layer adds a term of size $2|\sigma e|$ per volume, about $0.04\ \mathrm{eV/nm^3}$ for $0.5$ GPa, which is comparable to $f$. Linear elasticity is a rough guide at this size, but these terms are small beside the shifts found for the trial lengths in part (g).

\section*{(i) Walls and flat faces}

Find the barrier for a nucleus on a flat wall that has equal interface energies with both phases. Then find it for a cube in the bulk with the same $\gamma$ on every face.

\paragraph{Solution.}
On this neutral wall, replacing amorphous solid by crystal costs nothing, so only the curved face of a spherical cap counts. Let the cap have sphere radius $R$ and contact angle $\theta$ measured through the crystal, with $c=\cos\theta$. Its curved area is $2\pi R^2(1-c)$ and its volume is $\frac\pi3R^3(2+c)(1-c)^2$. At fixed volume, eliminating $R$ gives
\begin{equation}
A\propto(1-c)^{-1/3}(2+c)^{-2/3},\qquad
\frac{d\ln A}{dc}=\frac{c}{(1-c)(2+c)} .
\end{equation}
The derivative is negative for $c<0$ and positive for $c>0$, so the least area is at $c=0$, a hemisphere. Both terms of $W$ are then half those of a sphere of equal radius. The critical radius is unchanged and the barrier is halved, to $1.13$ eV. The weight per site rises to $3.0\times10^{-7}$, a factor of $3.4\times10^{6}$. A wall offers fewer sites, but counting one site per atom, a layer $100$ nm thick has only about $370$ bulk sites per wall site, so in this model the neutral wall dominates.

A cube of edge $b$ has $W=6b^2\gamma-b^3\Delta g$. Then $dW/db=3b(4\gamma-b\Delta g)=0$ gives $b^*=4\gamma/\Delta g=1.2$ nm, and
\begin{equation}
W^*_{\rm cube}=\frac{96\gamma^3}{\Delta g^2}-\frac{64\gamma^3}{\Delta g^2}=\frac{32\gamma^3}{\Delta g^2}=4.32\ \mathrm{eV}.
\end{equation}
This is $6/\pi\approx1.9$ times the spherical barrier. It shows the cost of a poor shape at equal $\gamma$; in a real crystal $\gamma$ depends on direction, which this cube does not represent.

\section*{(j) How far can the result be trusted?}

Set the parameters beside a real material, and judge which assumptions need the most care.

\paragraph{Solution.}
The values lie in the rough regime of silicon amorphized by implantation and annealed at several hundred degrees Celsius. Its atomic density is close to $50\ \mathrm{nm^{-3}}$, and about $0.1$ eV per atom is a typical size for the free energy released. The interface energy is much less certain, and $1.5\ \mathrm{eV/nm^2}$, or $0.24\ \mathrm{J/m^2}$, is a round choice. Its uncertainty can well exceed 10\%: $0.3\ \mathrm{J/m^2}$ would give a barrier of $4.4$ eV, and $0.5\ \mathrm{J/m^2}$ one of $20$ eV. A leading concern in the bulk is the assumption of a sharp interface with a size-independent $\gamma$: the critical radius is only two to three atomic spacings. The trial lengths in part (g) move the barrier by about 20\%, and raising $\gamma$ by 10\% raises it by 33\%. The driving free energy matters too: by Eq.~\eqref{barrier}, lowering $\Delta\mu$ by 10\% multiplies the barrier by $1/0.9^2$, a rise of 23\%. Where a surface or buried boundary acts as a neutral wall, the change is larger still, a factor of two.

Counting whole atoms does not by itself matter. If Eq.~\eqref{W} is evaluated at integer numbers of atoms, the maximum falls at 45 atoms and is lower by only $2\times10^{-5}$ eV. This does not show that a bulk $\gamma$ suits a cluster of 45 atoms. The barrier of about $2.3$ eV is thus an estimate for the stated parameters, and a nucleation rate computed from it inherits the uncertainty in an exponent. The numerical output lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
interface energy gamma: 1.50 eV/nm^2
free energy released per atom: 0.10 eV
atomic density: 50 per nm^3
free energy released per volume dg: 5.00 eV/nm^3
anneal temperature: 600 C
thermal energy kT: 0.0752 eV
critical radius r*: 0.600 nm
interface cost at r*: 6.786 eV
volume gain at r*: 4.524 eV
barrier W*: 2.262 eV
barrier W* converted: 3.624e-19 J
atoms in critical nucleus: 45.2
W*/kT: 30.06
Boltzmann factor exp(-W*/kT): 8.79e-14
radius where W returns to zero: 0.900 nm
distance from r* for a drop of kT: 0.063 nm
W at 0.9 r*: 2.199 eV
W at 1.1 r*: 2.190 eV
W at r* volume, spheroid s = 0.1: 2.366 eV
driving force at r = 0.4 nm: -2.50 eV/nm^3
driving force at r = 0.6 nm: 0.00 eV/nm^3
driving force at r = 1.2 nm: 2.50 eV/nm^3
driving force at r = 10.0 nm: 4.70 eV/nm^3
trial curvature length delta: 0.02 nm
first-order barrier shift: -0.452 eV
critical radius, delta positive: 0.579 nm
barrier, delta positive: 1.817 eV
critical radius, delta negative: 0.619 nm
barrier, delta negative: 2.722 eV
bulk modulus K: 100 GPa
shear modulus mu: 50 GPa
volume misfit: 2.0 percent
linear misfit e: 0.00667
strain energy density: 0.0499 eV/nm^3
barrier with strain: 2.308 eV
best cap angle on neutral wall: 90.00 deg
barrier on neutral wall: 1.131 eV
Boltzmann factor on neutral wall: 2.97e-07
critical cube edge: 1.200 nm
barrier for cube: 4.320 eV
whole-atom critical size: 45 atoms
barrier lowering by whole atoms: 2.1e-05 eV
barrier with gamma 10 percent higher: 3.011 eV
Boltzmann factor ratio for that: 4.77e-05
\end{verbatim}
